# Occupation and Width of an Adsorbate Level in the Wide-Band Limit, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the coupling to the occupation

**Q.** An atom sits on an electrode, and I am told that one of its orbitals holds 0.3 of an electron. A spin orbital is either filled or empty. What is the fraction a fraction of?

**A.** It is an expectation value. Call the adsorbate spin orbital $|a\rangle$. A measurement of its occupation gives 0 or 1, and $n$ is the mean over many measurements on the same state. The mean can be fractional because the orbital is coupled to the metal and is then no longer an eigenstate of the Hamiltonian.

I treat the electrons as independent. At zero temperature they fill every one-electron eigenstate $|j\rangle$ whose energy $E_j$ lies below the Fermi energy $E_F$, which the metal fixes as a large reservoir. Each filled eigenstate contributes the probability of finding its electron in $|a\rangle$. With energies measured from $E_F$, so that $E_F=0$,

$$n=\sum_{E_j<0}w_j,\qquad w_j=|\langle a|j\rangle|^2,\qquad \sum_j w_j=1 .$$

The last relation holds because the eigenstates are complete and $|a\rangle$ is normalized.

**Q.** Independent electrons on an atom? Two electrons in the same small orbital repel each other strongly.

**A.** They do, and this is a restriction. The number $n$ refers to one spin orbital. In a mean-field treatment the repulsion $U$ shifts the level of one spin by $U$ times the occupation of the other, and the energy $\varepsilon$ used below is the level after that shift. The occupation formula then becomes one of two coupled equations, to be solved self-consistently. Correlation beyond the mean field is left out. This is adequate only when $U$ is small compared with the width that the metal gives the level; the condition is made precise below, once the width is defined.

**Q.** Then write down the Hamiltonian, with its conventions.

**A.** In Hartree atomic units, where $\hbar=1$ and the elementary charge is 1,

$$H=\varepsilon|a\rangle\langle a|+\sum_k\varepsilon_k|k\rangle\langle k|+\sum_k\left(V_k|a\rangle\langle k|+V_k^*|k\rangle\langle a|\right).$$

The states $|k\rangle$ are the eigenstates of the bare metal with energies $\varepsilon_k$, and $V_k=\langle a|H|k\rangle$. The level energy $\varepsilon$ is counted from $E_F$: a positive $\varepsilon$ means a level above the Fermi energy. I take $\langle a|k\rangle=0$. This is the one-spin form of the Newns-Anderson model.

**Q.** A metal has an enormous number of states. You can't find all the eigenvectors by hand.

**A.** I need only their weights on $|a\rangle$. These are collected in the adsorbate density of states

$$\rho_a(E)=\sum_j w_j\,\delta(E-E_j),\qquad n=\int_{-\infty}^{0}\rho_a(E)\,dE,$$

and this density can be read from one matrix element,

$$G(z)=\langle a|(z-H)^{-1}|a\rangle=\sum_j\frac{w_j}{z-E_j}.$$

To see how, put $z=E+i\eta$ with a small positive $\eta$. For each term, with $x=E-E_j$,

$$\frac{1}{x+i\eta}=\frac{x}{x^2+\eta^2}-i\,\frac{\eta}{x^2+\eta^2}.$$

The function $\eta/(x^2+\eta^2)$ has area $\pi$ and becomes arbitrarily narrow as $\eta\to0$, so it tends to $\pi\delta(x)$. Hence

$$\rho_a(E)=-\frac1\pi\,\mathrm{Im}\,G(E+i0).$$

**Q.** That moves the difficulty into $G$, which still contains the inverse of a huge matrix.

**A.** The matrix has a simple structure: metal states couple to $|a\rangle$ but not to one another. Let $|g\rangle=(z-H)^{-1}|a\rangle$, with components $g_a=G(z)$ and $g_k$. Then $(z-H)|g\rangle=|a\rangle$. Projection on $\langle a|$ and on $\langle k|$ gives

$$(z-\varepsilon)g_a-\sum_kV_kg_k=1,\qquad (z-\varepsilon_k)g_k-V_k^*g_a=0 .$$

The second equation yields $g_k=V_k^*g_a/(z-\varepsilon_k)$. Inserting this in the first,

$$\left[z-\varepsilon-\sum_k\frac{|V_k|^2}{z-\varepsilon_k}\right]g_a=1,$$

so that

$$G(z)=\frac{1}{z-\varepsilon-\Sigma(z)},\qquad \Sigma(z)=\sum_k\frac{|V_k|^2}{z-\varepsilon_k}.$$

No approximation has been made in this elimination. The whole metal enters through one function, the self-energy $\Sigma$.

**Q.** Where is the width in this function?

**A.** In its imaginary part. The identity used for $G$ applies to each term of $\Sigma$ as well. Just above the real axis,

$$\Sigma(E+i0)=\Lambda(E)-i\Delta(E),\qquad \Delta(E)=\pi\sum_k|V_k|^2\delta(E-\varepsilon_k).$$

The real part is the principal-value sum, which can be written with the same $\Delta$:

$$\Lambda(E)=\frac1\pi\,\mathrm{P}\!\!\int\frac{\Delta(x)}{E-x}\,dx .$$

For a large metal the levels merge into a continuum, and $\Delta(E)$ is then a smooth function. Writing $A=E-\varepsilon-\Lambda(E)$, we have $G=1/(A+i\Delta)=(A-i\Delta)/(A^2+\Delta^2)$. Inside the band, therefore,

$$\rho_a(E)=\frac1\pi\,\frac{\Delta(E)}{[E-\varepsilon-\Lambda(E)]^2+\Delta(E)^2}.$$

The metal shifts the level by $\Lambda$ and spreads it over energies by an amount set by $\Delta$.

**Q.** You have named $\Delta$ but not related it to anything I would call the coupling to the metal. There are as many $V_k$ as there are metal states, and each one shrinks as the metal grows.

**A.** Both effects cancel, and a local description makes this plain. Suppose the adsorbate couples to one normalized metal orbital $|m\rangle$, such as an orbital on the nearest surface atom, with a real matrix element $V$. Then $V_k=V\langle m|k\rangle$, and

$$\Delta(E)=\pi V^2\sum_k|\langle m|k\rangle|^2\delta(E-\varepsilon_k)=\pi V^2\rho(E).$$

Here $\rho(E)$ is the density of states of the local orbital, per spin. Its integral over all energies is $\sum_k|\langle m|k\rangle|^2=1$, whatever the size of the metal. In a larger metal the overlaps $|\langle m|k\rangle|^2$ are smaller in proportion as the levels are denser.

The definition of $V$ and the definition of $\rho$ belong together. If $\rho$ were the density of states of the entire metal, the matching coupling would be the small $V_k$ and not $V$.

**Q.** And if the atom sits in a hollow and touches several metal atoms?

**A.** Let the couplings to orthonormal orbitals $|m_i\rangle$ be $V_i$. Then $V_k=\sum_iV_i\langle m_i|k\rangle$. Define $V^2=\sum_i|V_i|^2$ and the combination $\langle m|=\sum_i(V_i/V)\langle m_i|$, which is normalized. This gives $V_k=V\langle m|k\rangle$ again. The formula keeps its form, but $\rho$ is now the density of states of that combination, including the interference between its members. It isn't in general the density of states of a single atom.

**Q.** The shift $\Lambda(E)$ still depends on energy. You can't call the line a Lorentzian yet.

**A.** I can't. A definite band is needed. Take a flat one: $\rho=1/(2D)$ for $-D<E<D$ and zero outside, so that its area is 1. Then $\Delta=\pi V^2/(2D)$ is constant in the band. For $|E|<D$ the principal value leaves out a small interval from $E-\eta$ to $E+\eta$:

$$\mathrm{P}\!\!\int_{-D}^{D}\frac{dx}{E-x}=\Big[-\ln|E-x|\Big]_{-D}^{E-\eta}+\Big[-\ln|E-x|\Big]_{E+\eta}^{D}.$$

The two terms in $\ln\eta$ cancel, and what remains is $\ln(D+E)-\ln(D-E)$. Thus

$$\Lambda(E)=\frac{\Delta}{\pi}\ln\frac{D+E}{D-E}\approx\frac{2\Delta}{\pi}\,\frac{E}{D}\qquad(|E|\ll D).$$

The approximation uses $\ln(1+x)-\ln(1-x)\approx2x$. At any fixed energy, $\Lambda$ vanishes when $D\to\infty$ with $\Delta$ held fixed. This is the wide-band limit.

**Q.** With $\Delta$ held fixed? If I widen the band and leave $V$ alone, $\rho$ falls and the width disappears.

**A.** Right, and that is why the limit has to be stated with care. Fixed $\Delta$ requires $V^2=2D\Delta/\pi$, so $V$ grows as $\sqrt D$ while $V/D$ goes to zero. Nobody widens a real metal, of course. The limit expresses a property of a given system: over a range of energies that includes the level and $E_F$ and extends beyond both by many times the larger of $\Delta$ and $|\varepsilon|$, the function $\Delta(E)$ is nearly constant, $\Lambda(E)$ varies by much less than $\Delta$, and there are no band edges. For a level far from $E_F$ it isn't enough that $\Delta(E)$ changes slowly, because the charge comes from filled states far from the level. If the band isn't symmetric, $\Lambda$ may tend to a constant other than zero. That constant is a fixed shift and is absorbed in $\varepsilon$.

**Q.** Granted. Then what is the line, and what is the occupation?

**A.** With constant $\Delta$ and no remaining shift,

$$\rho_a(E)=\frac1\pi\,\frac{\Delta}{(E-\varepsilon)^2+\Delta^2}.$$

The maximum is at $E=\varepsilon$, and the density falls to half of it at $|E-\varepsilon|=\Delta$. So $\Delta$ is the half width at half maximum, and the full width is $2\Delta=2\pi V^2\rho$.

For the occupation, integrate up to the Fermi energy with $x=(E-\varepsilon)/\Delta$ and $dE=\Delta\,dx$. The upper limit $E=0$ becomes $x=-\varepsilon/\Delta$:

$$n=\frac1\pi\int_{-\infty}^{-\varepsilon/\Delta}\frac{dx}{1+x^2}=\frac1\pi\left[\arctan\left(-\frac{\varepsilon}{\Delta}\right)+\frac\pi2\right].$$

Since the arctangent is odd,

$$n=\frac12-\frac1\pi\arctan\frac{\varepsilon}{\Delta},\qquad \Delta=\pi V^2\rho .$$

If energies are counted from another zero, $\varepsilon$ is replaced by the level energy minus $E_F$.

**Q.** You integrated a Lorentzian down to minus infinity. The metal has no states there, and your $\Lambda$ is small only near the middle of the band.

**A.** Conservation of weight closes that gap. Choose a fixed window $-L<E<L$. As $D\to\infty$, the true $\rho_a$ tends to the Lorentzian throughout the window. The true density and the Lorentzian both have total area 1, so their areas outside the window also become equal. The Lorentzian area outside can be made as small as we like by choosing $L$ large. Whatever the true density does out there, near the band edges or beyond them, it then has too little weight to change $n$ in the limit. How large the error is at finite $D$ is a separate question, which this argument doesn't answer.

**Q.** Does the result behave sensibly at the extremes?

**A.** For $\varepsilon=0$ it gives $n=1/2$. For $\Delta\to0$ it becomes a step: 1 for a level below $E_F$ and 0 for a level above. For a level far above, use $\arctan x=\pi/2-\arctan(1/x)$ with $x=\varepsilon/\Delta\gg1$:

$$n=\frac1\pi\arctan\frac{\Delta}{\varepsilon}\approx\frac{\Delta}{\pi\varepsilon}.$$

The occupation dies away slowly, as an inverse power of the distance. A level that lies ten half widths above $E_F$ still holds about 0.03 of an electron. The charge comes from filled metal states, each of which has a small admixture of $|a\rangle$.

**Q.** How would I see the width in the occupation itself, without measuring a spectrum?

**A.** By moving the level through $E_F$. Since $\arctan(\pm1)=\pm\pi/4$, the occupation is $3/4$ at $\varepsilon=-\Delta$ and $1/4$ at $\varepsilon=+\Delta$. The distance between these two points is $2\Delta$, the full width of the line. The steepness tells the same story:

$$\frac{dn}{d\varepsilon}=-\frac1\pi\,\frac{\Delta}{\varepsilon^2+\Delta^2}=-\rho_a(0).$$

Raising the level by $d\varepsilon$ lifts a strip of its line, of height $\rho_a(0)$, above the Fermi energy. At $\varepsilon=0$ the slope is $-1/(\pi\Delta)$, so strong coupling makes the change of charge gradual.

The slope also sets the limit of the mean-field treatment of $U$. Shift the two spin occupations by $+\delta n$ and $-\delta n$. The level of the first spin falls by $U\,\delta n$, and its occupation rises by $U\rho_a(0)\,\delta n$. For $U\rho_a(0)>1$, which is $U>\pi\Delta$ for a level at $E_F$, the imbalance feeds itself: the solution with equal occupations is unstable, and the independent-electron formula no longer describes the orbital.

**Q.** At an electrode I control a potential, not $\varepsilon$. Which way does the charge go?

**A.** Making the electrode more positive by $\delta\phi$ lowers the electron energies in the metal, because electrons are negative. Suppose a fraction $\lambda$ of the change drops between the metal and the adsorbate. In atomic units the level then rises relative to $E_F$ by $\delta\varepsilon=\lambda\,\delta\phi$, and $n$ decreases: the adsorbate is oxidized. In this model, at zero temperature, the range of potential over which $n$ goes from $3/4$ to $1/4$ is $2\Delta/\lambda$, provided that $\lambda$ and $\Delta$ stay constant over it and nothing else shifts the level. A solvent or a mean-field repulsion that responds to the charge would break the last condition. When $k_BT$ isn't small compared with $\Delta$, thermal filling makes the range wider, so it can't be read directly as the line width.

## Second half: lifetime, finite bands and temperature

The symbols carried over are these. The adsorbate orbital $|a\rangle$ has energy $\varepsilon$ relative to $E_F=0$ and couples with strength $V$ to a local metal orbital whose density of states per spin is $\rho$. The eigenstates have energies $E_j$ and weights $w_j$ on $|a\rangle$, and

$$G(z)=\sum_j\frac{w_j}{z-E_j}=\frac{1}{z-\varepsilon-\Sigma(z)} .$$

A flat band from $-D$ to $D$ has $\rho=1/(2D)$. In the wide-band limit the adsorbate line is a Lorentzian of half width $\Delta=\pi V^2\rho$, and $n=\frac12-\frac1\pi\arctan(\varepsilon/\Delta)$.

**Q.** Put numbers in. I want to see how large these things are.

**A.** Take round model parameters that stand for no particular metal: $V=0.02$ hartree, $D=0.25$ hartree and $\varepsilon=0.002$ hartree. Then $\rho=1/(2\times0.25)=2$ per hartree, and

$$\Delta=\pi\times(0.02)^2\times2=0.00251\ \text{hartree}.$$

The full width is $2\Delta=0.00503$ hartree, or 0.137 eV. The level lies $\varepsilon/\Delta=0.796$ half widths above the Fermi energy, so

$$n=0.5-\frac{\arctan(0.796)}{\pi}=0.5-0.214=0.286 .$$

The slope at $\varepsilon=0$ would be $-1/(\pi\Delta)=-127$ per hartree. The numerical output includes a diagonalization of the full Hamiltonian with a finely discretized metal, which knows nothing of Green functions. Its slope across the Fermi energy agrees with this value within 1%. At $\varepsilon=0.002$ hartree, $\rho_a(0)=77.5$ per hartree, so the condition $U\rho_a(0)<1$ asks for $U$ below 0.0129 hartree, or 0.35 eV. An orbital with a repulsion of an electronvolt or more and a line this narrow lies outside the model.

**Q.** A width in energy ought to mean a time. Which time, $1/\Delta$ or $1/(2\Delta)$?

For independent electrons at zero temperature, the wide-band limit gives a Lorentzian line of full width $2\Delta=2\pi V^2\rho$ and the occupation $n=\frac12-\frac1\pi\arctan(\varepsilon/\Delta)$. What remains is to find which time corresponds to this width, and how a finite band and a finite temperature change the result.

All numerical values are calculated from the stated model.
